\section*{Thermionic Emission from Graphene with a Constant Escape Time, part 2}

Electrons in a graphene sheet can escape into n-type silicon if their energy exceeds the top of a barrier. Energies are measured from the Dirac point, where the two bands $E=\pm\hbar vq$ touch; $q$ is the wave vector measured from the touching point and $v$ is a constant velocity. The barrier top is $b\ge0$, the graphene Fermi level is $\mu$, and $\varphi=b-\mu$; also $\beta=b/kT$. With spin and valley included, the density of states per unit area is $D(E)=A|E|$, where $A=2/(\pi\hbar^2v^2)$. The occupation is $f(E)=1/(1+e^{(E-\mu)/kT})$.

Every electron above $b$ is assumed to escape at the same rate $1/\tau$. For $\varphi\gg kT$ the Boltzmann approximation to $f$ holds, and an electron at $E=b+kT\,u$ has the weight $(u+\beta)e^{-u}$. The emission current per unit area, positive for electrons leaving the graphene, is then
\begin{equation}
J_0=\frac{eA}{\tau}(kT)^2(1+\beta)e^{-\varphi/kT},
\label{eq:recall}
\end{equation}
with $e>0$ the elementary charge. The prefactor $(kT)^2(1+\beta)=kT(kT+b)$ has a temperature exponent, defined as its logarithmic derivative with respect to $\ln T$ at fixed $b$.

The negative slope of $\ln J_0$ against $1/kT$ is the Arrhenius energy $E_{\rm a}$. If $b$ and $\tau$ do not depend on temperature,
\begin{equation}
E_{\rm a}=\varphi+w+T\frac{d\mu}{dT},\qquad
w=kT\left(1+\frac{kT}{kT+b}\right),
\label{eq:arrhenius}
\end{equation}
where $w$ is the mean energy of the escaping electrons above the barrier top. A plot of $\ln(J_0/T^2)$, the $T^2$ plot, gives $E_{\rm a}-2kT$ instead.

The example has $v=10^6$ m/s, $b=0.50$ eV, $\mu=-0.10$ eV (hole doping), $\tau=50$ ps and $T=300$ K. Hence $kT=0.02585$ eV, $\varphi=0.60$ eV and $J_0=5.3\times10^{-7}$ A/cm$^2$. The prefactor exponent is 1.05 and $w=27.1$ meV. At fixed $\mu$, $E_{\rm a}=0.627$ eV and the $T^2$ plot gives 0.575 eV, about 25 meV below $\varphi$.

\subsection{The Fermi level at fixed carrier density}

An isolated sheet keeps its net carrier density, not its Fermi level, when it is heated. Subtract the hole density from the electron density. A hole at energy $-E$ has probability $1-f(-E)=1/(1+e^{(E+\mu)/kT})$. With $\eta=\mu/kT$,
\begin{equation}
n=A(kT)^2G(\eta),\quad
G=F_1(\eta)-F_1(-\eta),\quad
F_1(\eta)=\int_0^\infty\frac{u\,du}{1+e^{u-\eta}} .
\label{eq:density}
\end{equation}
The occupation depends on $u-\eta$, so its derivative with respect to $\eta$ is minus that with respect to $u$. Integration by parts then gives
\begin{equation}
F_1'(\eta)=\int_0^\infty\frac{du}{1+e^{u-\eta}}
=\ln(1+e^\eta),
\end{equation}
and hence $G'=\ln(1+e^\eta)+\ln(1+e^{-\eta})$. Constant $n$ requires
\begin{equation}
2G+G'\,T\frac{d\eta}{dT}=0 .
\end{equation}
Since $\mu=\eta kT$,
\begin{equation}
T\frac{d\mu}{dT}=\mu+kT\left(T\frac{d\eta}{dT}\right)
=\mu-2kT\frac{G}{G'} .
\label{eq:mut}
\end{equation}

The sign can be shown generally. Let $H=2G-\eta G'$, so that $T\,d\mu/dT=-kT\,H/G'$. For $\eta>0$, $H(0)=0$ and $H'=G'-\eta G''$. Here $G'=2\ln[2\cosh(\eta/2)]>\eta$ and $G''=\tanh(\eta/2)<1$, so $H'>0$ and $H>0$. Since $G$ is odd, $H$ is odd as well. The Fermi level therefore moves towards the Dirac point on heating, for either sign of doping.

The example has $8.9\times10^{11}$ holes per cm$^2$, and Eq.~(\ref{eq:mut}) gives $T\,d\mu/dT\simeq20$ meV. At fixed density $E_{\rm a}=0.647$ eV, and the $T^2$ plot gives 0.596 eV. This near agreement with $\varphi=0.60$ eV is a partial cancellation of two errors, $+20$ meV and $-25$ meV. In electron-doped graphene both terms have the same sign and add. These values are for an isolated sheet. On silicon the depletion charge also changes with temperature. For the doping used below, with $b$ fixed, this lowers the drift to about 18 meV, $E_{\rm a}$ to 0.645 eV and the $T^2$-plot value to 0.593 eV.

\subsection{The current under bias}

Let a forward voltage $V$ raise the Fermi level of the silicon electrons to $\mu+eV$, while $\mu$ and $b$ stay fixed. Let $f_{\rm G}$ and $f_{\rm S}$ be the occupations in graphene and silicon. Transitions into occupied states are forbidden, so the rates per graphene state are $f_{\rm G}(1-f_{\rm S})/\tau$ outwards and $f_{\rm S}(1-f_{\rm G})/\tau$ inwards. The coefficients must be equal, since otherwise a current would flow at equilibrium, where $f_{\rm G}=f_{\rm S}$. The products $f_{\rm G}f_{\rm S}$ cancel in the difference:
\begin{equation}
J=\frac e\tau\int_b^\infty D(E)(f_{\rm S}-f_{\rm G})\,dE .
\end{equation}
Here $J$ is positive for net electron flow into the graphene. If both occupations are small above $b$, then $f_{\rm S}=e^{eV/kT}f_{\rm G}$, and
\begin{equation}
J=J_0\left(e^{eV/kT}-1\right).
\label{eq:diode}
\end{equation}
This needs $\varphi-eV\gg kT$. Direct integration at $V=-0.2$, $0.02$ and $0.1$ V agrees with Eq.~(\ref{eq:diode}) to better than one part in $10^6$.

\subsection{The assumption of constant escape time}

Suppose instead that the escape rate rises linearly from zero, $(E-b)/(E_1\tau)$, where $E_1$ is a constant energy. The weight gains a factor $kT\,u/E_1$, and the prefactor becomes
\begin{equation}
\frac{(kT)^3}{E_1}\int_0^\infty u(u+\beta)e^{-u}du
=\frac{(kT)^3}{E_1}\left(2+\frac b{kT}\right).
\end{equation}
Its temperature exponent is
\begin{equation}
\frac{6(kT)^3+2b(kT)^2}{2(kT)^3+b(kT)^2}
=2+\frac{2kT}{2kT+b},
\end{equation}
which is 2.09 in the example, against 1.05 for constant $\tau$. The exponent of the prefactor therefore reflects the product of the density of states and the escape rate. A measured exponent tests this product only if the temperature dependence of $\mu$ and $b$ is known. Suppose that $T^m e^{-E/kT}$, with $m$ and $E$ free, is fitted to $J_0$ of the example between 250 and 350 K at constant $\tau$. The fit gives $m\simeq1.1$ at fixed $\mu$, but $m\simeq1.7$ at fixed carrier density, because $\mu$ then drifts with temperature. An exponent near 2 would thus not show that the density of states is that of a bulk metal.

For comparison, consider free electrons in three dimensions. A flux calculation replaces $1/\tau$ by the velocity $p_x/m_{\rm e}$ towards the barrier, where $m_{\rm e}$ is the free-electron mass. The integral over the two transverse momenta gives $2\pi m_{\rm e}kT$, and that over $p_x\,dp_x/m_{\rm e}$ gives $kT\,e^{-\varphi/kT}$. With two spins and $h=2\pi\hbar$,
\begin{equation}
J_{\rm R}=\frac{2e}{h^3}(2\pi m_{\rm e}kT)(kT)e^{-\varphi/kT}
=\frac{4\pi em_{\rm e}(kT)^2}{h^3}e^{-\varphi/kT}.
\end{equation}
At the same $\varphi$ and $T$ this is $9.0\times10^{-4}$ A/cm$^2$, about 1700 times $J_0$. The ratio is proportional to the assumed $\tau$.

\subsection{Band curvature in a lattice model}

The nearest-neighbour honeycomb model, with hopping energy $t$ and lattice constant $a$, has
\begin{equation}
|E|=t\left|1+e^{i\mathbf Q\cdot\mathbf a_1}
+e^{i\mathbf Q\cdot\mathbf a_2}\right|,\qquad
\mathbf a_{1,2}=\frac a2(\pm1,\sqrt3).
\end{equation}
At one touching point the two phases are $\omega=e^{2\pi i/3}$ and its conjugate $\omega^*$, and $1+\omega+\omega^*=0$. For a small displacement $\mathbf q$ the sum becomes
\begin{equation}
i\left[\frac{aq_x}2(\omega-\omega^*)
+\frac{\sqrt3aq_y}2(\omega+\omega^*)\right]
=-\frac{\sqrt3a}2(q_x+iq_y),
\end{equation}
because $\omega-\omega^*=i\sqrt3$ and $\omega+\omega^*=-1$. Hence $\hbar v=\sqrt3at/2$.

Emission was also computed by summing over wave vectors of this model. With $a$ reduced twentyfold at fixed $v$, the sum agrees with Eq.~(\ref{eq:recall}) within 0.4\% at $b=0.2$ and $0.5$ eV. The sum runs over the surroundings of one touching point and is multiplied by 4 for spin and valley. It therefore tests the cone and the counting of wave vectors, but not the factor 4. At the real lattice constant, band curvature in this nearest-neighbour model raises $J_0$ by about 1\% in the example. Hopping between second neighbours is left out. With a strength of 0.1 eV it would change $J_0$ by about a further 2\%, up or down according to its sign.

\subsection{The silicon side of the contact}

Let the silicon have $N=10^{15}$ donors per cm$^3$, all ionized, and permittivity $\epsilon=11.7\,\epsilon_0$. Its conduction electrons have the effective density
\begin{equation}
N_{\rm c}=2\int\frac{d^3q}{(2\pi)^3}e^{-\hbar^2q^2/2m_{\rm d}kT}
=2\left(\frac{m_{\rm d}kT}{2\pi\hbar^2}\right)^{3/2}.
\end{equation}
With $m_{\rm d}=1.08\,m_{\rm e}$ this is $2.8\times10^{19}$ cm$^{-3}$. The band edge lies $kT\ln(N_{\rm c}/N)=0.265$ eV above the Fermi level in the bulk. The band bending at zero bias is thus $e\psi=0.600-0.265=0.335$ eV.

In a fully depleted layer of width $W$ the field falls linearly from $F=eNW/\epsilon$ to zero. The area under it is $\psi=FW/2$, so $W=\sqrt{2\epsilon\psi/eN}$. This gives $W=658$ nm and $F=0.010$ MV/cm. At 5 V reverse bias, with the Fermi-level shift found below, they are 2.6 $\mu$m and 0.041 MV/cm. The latter is well below the breakdown field of silicon, roughly 0.3 MV/cm.

\emph{Image force.} If the graphene screens like a perfect metal, an electron at distance $x$ is attracted by its image at distance $2x$ with force $e^2/(16\pi\epsilon x^2)$. Its potential energy relative to the uncorrected barrier top is
\begin{equation}
U(x)=-eFx-\frac{e^2}{16\pi\epsilon x}.
\end{equation}
The maximum is where both terms are equal, and the barrier falls by
\begin{equation}
\Delta=2\sqrt{\frac{e^3F}{16\pi\epsilon}}
=e\sqrt{\frac{eF}{4\pi\epsilon}} .
\end{equation}
This is 11 meV at zero bias and 22 meV at 5 V reverse. The corresponding factors $e^{\Delta/kT}$ are 1.5 and 2.4. These are upper limits. The maximum of $U$ lies only about 5.5 nm and 2.8 nm from the graphene, whereas the screening length of graphene at this doping, with air above it, is $(\epsilon+\epsilon_0)/(e^2A|\mu|)\simeq5$ nm. At such distances the sheet does not act as a perfect metal, and the real lowering is smaller. It may be absent. Close to the sheet, where screening is weak, the step in permittivity between silicon and air repels the electron. In a continuum model with linear screening, $U$ at 0.5 nm from the sheet lies above the uncorrected top.

\emph{Tunnelling.} An electron at energy $d$ below the top meets a barrier of length $d/eF$ if the field is uniform. The semiclassical transmission is $e^{-S}$, with
\begin{equation}
S=\frac2\hbar\int_0^{d/eF}\!\sqrt{2m_{\rm t}(d-eFx)}\,dx
=\frac{4\sqrt{2m_{\rm t}}\,d^{3/2}}{3\hbar eF}.
\end{equation}
Take the escape rate below the top as $e^{-S}/\tau$ and $m_{\rm t}=0.26\,m_{\rm e}$. The tunnelling current relative to emission is then
\begin{equation}
\frac1{kT(kT+b)}\int_0^{d_{\rm m}}(b-d)\,e^{d/kT-S(d)}\,dd ,
\end{equation}
where $d_{\rm m}$ is the smaller of $b$ and $e\psi$. It is 0.16 at zero bias and 0.49 at 5 V reverse. The weakening of the field with depth changes these values by less than 1\%, but they are rough for other reasons. About 70\% of each comes from energies with $S<1$, where the semiclassical formula is unreliable. The mass $0.26\,m_{\rm e}$ belongs to the [111] direction of silicon, and other directions have other masses. Finally, most of these energies lie within $\Delta$ of the uncorrected top, so the tunnelling and image-force corrections overlap and their factors must not be multiplied.

\emph{Shift of the graphene Fermi level.} Reverse bias widens the depletion layer. The added positive charge is balanced by $N(W-W_0)$ extra electrons per unit area in the graphene, where $W_0$ is the zero-bias width. Solving this balance with Eq.~(\ref{eq:density}) at fixed $b$ moves $\mu$ to $-0.086$ eV at 5 V. The barrier $\varphi$ falls to 0.586 eV and the emission rises by a factor 1.7. The reverse current therefore does not saturate, even with a constant $\tau$.

\emph{Transport and generation.} Write $J_0=ev_{\rm e}N_{\rm c}e^{-\varphi/kT}$, which defines an effective escape speed $v_{\rm e}=1.4\times10^3$ cm/s. A mobility of 1400 cm$^2$/Vs in the zero-bias peak field would give a drift speed of $1.4\times10^7$ cm/s. This is above the speed at which electrons in silicon saturate, about $10^7$ cm/s, so the mobility cannot be constant at this field. With either speed the ratio of $v_{\rm e}$ to the drift speed is about $10^{-4}$, so escape, not drift, limits the current. For midgap traps with equal electron and hole lifetimes $\tau_{\rm g}$, the net generation rate is
\begin{equation}
\frac{n_{\rm i}^2-n_{\rm e}p}{\tau_{\rm g}(n_{\rm e}+p+2n_{\rm i})}
\longrightarrow\frac{n_{\rm i}}{2\tau_{\rm g}}
\end{equation}
when the electron and hole densities $n_{\rm e}$ and $p$ are negligible. With intrinsic density $n_{\rm i}=10^{10}$ cm$^{-3}$ and $\tau_{\rm g}=10\ \mu$s, the layer adds at most $en_{\rm i}W/2\tau_{\rm g}=2.1\times10^{-8}$ A/cm$^2$ at 5 V reverse, about 2\% of the emission there. The actual value is somewhat smaller, because electrons from the bulk silicon are not negligible near the inner edge of the layer and reduce the generation there.

\subsection{The model beside real diodes}

The escape time is an effective contact parameter that the model does not determine, and a tenfold increase in it lowers $J_0$ tenfold. Real devices break the assumption of a fixed, uniform barrier. The estimates above put the image-force effect at a factor of up to about 1.5 at zero bias, and the Fermi-level shift at 1.7 for 5 V reverse. Interface layers and lateral variations of the barrier are not included and can matter more: a change of 0.1 eV in $b$ at fixed $\mu$ changes $J_0$ about fortyfold. The current of $5\times10^{-7}$ A/cm$^2$ is therefore an illustration for the stated inputs, not a prediction for a real contact, although it is well defined within the model. The remaining digits are in the numerical output.

\section*{Computed values}
\begin{verbatim}
Dirac velocity: 1.00e+06 m/s; hbar v: 0.6582 eV nm
barrier from Dirac point b: 0.50 eV
Fermi level from Dirac point mu: -0.10 eV
barrier from Fermi level phi: 0.60 eV
escape time: 50 ps; T: 300 K
kT: 0.02585 eV; b/kT: 19.341
factor 1 + b/kT: 20.341
2(kT)^2/(pi hbar^2 v^2): 9.8206e+10 cm^-2
Boltzmann factor exp(-phi/kT): 8.3261e-11
sheet density above barrier: 1.6632e+02 cm^-2
emission current J0: 5.3295e-07 A/cm^2 = 5.3295e-03 A/m^2
J0 at 250 K, fixed mu: 4.2464e-09 A/cm^2
J0 at 350 K, fixed mu: 1.7263e-05 A/cm^2
free-electron Richardson constant: 120.17 A/cm^2K^2
free-electron Richardson current: 9.0052e-04 A/cm^2
Richardson current / J0: 1689.7
prefactor temperature exponent: 1.0492
exponent, rate linear in E-b: 2.0937
mean escape energy above b: 27.12 meV
Arrhenius energy, fixed mu: 0.6271 eV
T^2-plot barrier, fixed mu: 0.5754 eV
T dmu/dT at fixed density: 20.15 meV
Arrhenius energy, fixed density: 0.6473 eV
T^2-plot barrier, fixed density: 0.5956 eV
net hole density in graphene: 8.922e+11 cm^-2
exact/Boltzmann emission at phi = 2kT: 0.9394
lattice band curvature changes J0 by: 0.99 %
silicon donors: 1.0e+15 cm^-3
silicon relative permittivity: 11.7
silicon masses, DOS and tunnel: 1.08, 0.26 m_e
silicon band density Nc: 2.816e+19 cm^-3
silicon Ec - EF in the bulk: 0.2649 eV
0 V: band bending 0.335 eV
0 V: depletion width 658 nm
0 V: peak field 0.0102 MV/cm
0 V: image lowering 11.2 meV
0 V: image-force current factor 1.54
0 V: tunnelling / emission 0.163
5 V reverse: band bending 5.321 eV
5 V reverse: depletion width 2623 nm
5 V reverse: peak field 0.0406 MV/cm
5 V reverse: image lowering 22.3 meV
5 V reverse: image-force current factor 2.37
5 V reverse: tunnelling / emission 0.494
5 V reverse: graphene Fermi level -0.0858 eV
5 V reverse: barrier phi 0.5858 eV
5 V reverse: Fermi-shift current factor 1.730
silicon n_i: 1.0e+10 cm^-3
silicon generation time: 10 us
5 V reverse: generation current 2.10e-08 A/cm^2
5 V reverse: generation / emission 0.0228
silicon mobility: 1400 cm2/Vs
effective escape speed: 1.418e+03 cm/s
drift speed at peak field, 0 V: 1.425e+07 cm/s
escape speed / drift speed: 9.95e-05
\end{verbatim}
